\section*{Direct Ion Flux at the Floor of a Rectangular Hole}

\section{The decision}

A feature-profile calculation needs the direct ion flux at every point of a hole's floor, and it needs it again whenever the hole has deepened. One choice is to integrate numerically over all directions that see the plasma through the opening. The other is to multiply two one-dimensional factors, each built from two error functions. The second is far cheaper, but it is exact only for a rectangular opening and, in general, only if the two horizontal angles enter independently; dependence matters little when one side is so long that its factor is close to one. The same question decides whether a spread of ion energies may be averaged before or after the multiplication.

I begin with a long slot, where one angle matters, then close its ends to make a rectangular hole. The running example has opening sides $a=100$ nm and $b=300$ nm and depth $h=1000$ nm. These are round model parameters.

\section{One angle: a long slot}

Let the slot occupy $|X|<a/2$ in the opening plane, with vertical walls and a flat floor at depth $h$. The $z$ axis points down. Ions cross the opening with uniform flux $F_0$, counted per unit horizontal area and time. They fly straight and stick at first contact. Charging of the walls, gas collisions inside the feature, reflection and re-emission are left out.

The useful variable is the slope
\begin{equation}
u=\frac{v_x}{v_z}=\tan\theta_x,\qquad v_z>0 ,
\end{equation}
where $\theta_x$ is the horizontal angle, measured from the vertical in the $xz$ plane. For a narrow beam $u\simeq\theta_x$ in radians. I take $u$ to be Gaussian with mean $m_x$ and standard deviation $\sigma_x$:
\begin{equation}
p_x(u)=\frac{1}{\sqrt{2\pi}\,\sigma_x}
\exp\left[-\frac{(u-m_x)^2}{2\sigma_x^2}\right].
\end{equation}
This distribution counts ions crossing the horizontal plane. It is therefore already a flux distribution, and no further cosine factor belongs in the integral.

An ion entering at $X$ needs a time $h/v_z$ to reach the floor, and lands at
\begin{equation}
x=X+v_x\frac{h}{v_z}=X+hu .
\end{equation}
At fixed $u$ this is a translation, so $dx=dX$ and the flux carried by that slope is neither concentrated nor diluted. A floor point $x$ receives the slope $u$ if the starting point $X=x-hu$ lies in the opening:
\begin{equation}
-\frac a2<x-hu<\frac a2
\quad\Longleftrightarrow\quad
\frac{x-a/2}{h}<u<\frac{x+a/2}{h}.
\label{eq:window}
\end{equation}
The relative flux is the probability of this interval. With $t=(u-m_x)/(\sqrt2\,\sigma_x)$ we have $du=\sqrt2\,\sigma_x\,dt$, and the prefactor becomes $1/\sqrt\pi$. Since $\operatorname{erf}z=(2/\sqrt\pi)\int_0^z e^{-t^2}dt$,
\begin{align}
P_x(x)&=\frac1{\sqrt\pi}\int_{t_-}^{t_+}e^{-t^2}dt
=\frac12\left[\operatorname{erf}t_+-\operatorname{erf}t_-\right],\\
t_\pm&=\frac{x\pm a/2-hm_x}{\sqrt2\,h\sigma_x}.
\label{eq:px}
\end{align}

The length $s_x=h\sigma_x$ is the lateral blur of the beam at the floor. For $m_x=0$ the centre and the edge give
\begin{equation}
P_x(0)=\operatorname{erf}\frac{a}{2\sqrt2\,s_x},\qquad
P_x(\pm a/2)=\frac12\operatorname{erf}\frac{a}{\sqrt2\,s_x}.
\end{equation}
When $s_x\ll a$, the centre value tends to one but the edge value tends to one half. For an untilted beam, half of the directions are blocked at the foot of a wall however narrow the beam is. A tilt comparable to $\sigma_x$ removes this symmetry: for $\sigma_x=0.01$ and $m_x=0.005$ the two edge values are $0.31$ and $0.69$. A narrower beam shrinks the strip in which this shadow is felt, whose width is of order $s_x$.

\section{Where the width comes from}

Suppose that every ion has the same normal energy $E=mv_z^2/2$, with $m$ the ion mass, while $v_x$ has a thermal Gaussian distribution of variance $kT/m$. Then
\begin{equation}
\sigma_x=\frac{\sqrt{kT/m}}{\sqrt{2E/m}}=\sqrt{\frac{kT}{2E}} .
\label{eq:sigma}
\end{equation}
The mass cancels. Passing from density to flux multiplies the velocity distribution by $v_z$, which is here a constant and leaves the Gaussian unchanged.

For $kT=0.5$ eV and $E=100$ eV, $\sigma_x=\sqrt{0.5/200}=0.050$, or $2.9^\circ$. The blur is $s_x=1000\times0.050=50$ nm. Half the slot width equals one standard deviation, so the centre receives
\begin{equation}
P_x(0)=\operatorname{erf}(1/\sqrt2)=0.683 .
\end{equation}
This beam, with a standard deviation of $2.9^\circ$ per axis, thus loses about a third of its direct flux at the centre of a slot ten times deeper than wide. The loss falls quickly for narrower beams, to $15\%$ at $2^\circ$ and $0.4\%$ at $1^\circ$. It refers to direct flux only: ions meet the walls at grazing angles, and perfectly specular walls would return an untilted beam to the full $F_0$.

\section{Two angles: the rectangular hole}

Now close the slot at $|Y|=b/2$ and introduce $v=v_y/v_z=\tan\theta_y$. Let $v$ be Gaussian with mean $m_y$ and deviation $\sigma_y$, and independent of $u$. The joint flux distribution is then $p_x(u)p_y(v)$.

The ion lands at $x=X+hu$, $y=Y+hv$. It must also avoid the walls on the way. At a fraction $\lambda$ of the depth its position is
\begin{equation}
\bigl((1-\lambda)X+\lambda x,\;(1-\lambda)Y+\lambda y\bigr),
\qquad 0\le\lambda\le1 .
\end{equation}
If both end points lie inside the rectangle, so does every weighted mean of them. Passing through the opening is therefore sufficient for reaching the floor point. This uses vertical walls and a convex cross-section; a profile with a constriction partway down needs a separate visibility condition.

At fixed $(u,v)$ the map from opening to floor is a translation in the plane, with $dx\,dy=dX\,dY$. Adding all slopes gives
\begin{equation}
\frac{F(x,y)}{F_0}=\iint_{\substack{|x-hu|<a/2\\|y-hv|<b/2}}
p_x(u)\,p_y(v)\,du\,dv .
\end{equation}
The first condition contains only $u$ and the second only $v$. The allowed region is a rectangle in the slope plane, and the integral separates:
\begin{equation}
\boxed{\;\frac{F(x,y)}{F_0}=P_x(x)\,P_y(y)\;}
\label{eq:main}
\end{equation}
Here $P_y$ follows from Eq.~(\ref{eq:px}) by replacing $x,a,m_x,\sigma_x$ with $y,b,m_y,\sigma_y$. Two ingredients have been used: the region is a rectangle, and the density is a product. A circular hole lacks the first, because its limits on $u$ depend on $v$. The result is also a flux per horizontal area of a flat floor. On a floor that has evolved to local slope $k$ along $x$, the integrand gains a factor $1-ku$ and the flux per unit surface area a factor $1/\sqrt{1+k^2}$, which lowers it by about $30\%$ at $45^\circ$.

As $b\to\infty$ at fixed $y$, the two error functions in $P_y$ tend to $+1$ and $-1$. Hence $P_y\to1$ and the slot is recovered.

In the example let both directions have $\sigma=0.050$ and zero mean. The centre factors are $0.683$ and $0.997$, and the edge factors are $P_x(a/2)=0.477$ and $P_y(b/2)=0.500$. Their products are
\begin{align}
\text{centre:}&\quad 0.683\times0.997=0.681,\\
\text{middle of a long edge:}&\quad 0.477\times0.997=0.476,\\
\text{middle of a short edge:}&\quad 0.683\times0.500=0.341,\\
\text{corner:}&\quad 0.477\times0.500=0.239 .
\end{align}
The short edge is darker than the long edge. Moving from the centre to a short edge halves a $y$ factor that was nearly one, whereas the $x$ factor was already reduced at the centre and falls by less.

For singly charged ions at $1$ mA/cm$^2$, division by the elementary charge gives $F_0=6.24\times10^{15}$ cm$^{-2}$s$^{-1}$. The centre of the floor receives $0.681F_0=4.25\times10^{15}$ cm$^{-2}$s$^{-1}$.

\section{A tilted beam}

A mean slope $m_x$ enters Eq.~(\ref{eq:px}) only through $x-hm_x$, so it moves the profile sideways by $hm_x$. To locate the maximum, differentiate:
\begin{equation}
\frac{dP_x}{dx}=\frac{1}{\sqrt{2\pi}\,s_x}
\left[e^{-(x+a/2-hm_x)^2/2s_x^2}
-e^{-(x-a/2-hm_x)^2/2s_x^2}\right].
\end{equation}
The bracket vanishes when the two squares are equal, which for $a>0$ requires $x=hm_x$. The peak keeps its untilted height if it lies on the floor. If $|hm_x|>a/2$, the largest floor flux is at the edge nearest the displaced peak.

Take $m_x=0.03$, which shifts the profile by $30$ nm. Along $y=0$ the relative flux is $0.269$ at $x=-50$ nm, $0.599$ at the centre, $0.681$ at $x=30$ nm and $0.643$ at $x=50$ nm. The two edges, equal without tilt, now differ by a factor $0.643/0.269=2.4$. The centre loses only $12\%$ of its untilted flux, so a measurement there would say little about the asymmetry.

\section{The average over the floor}

The centre value does not say how many ions reach the floor. For zero mean slope, average the slot factor over $x$. At a given slope, the illuminated strip is the opening displaced by $w=hu$, and its overlap with the floor has length $a-|w|$ when $|w|<a$ and zero otherwise. The displacement $w$ is Gaussian with deviation $s_x$, so
\begin{align}
\overline P_x
&=2\int_0^a\left(1-\frac wa\right)
\frac{e^{-w^2/2s_x^2}}{\sqrt{2\pi}\,s_x}\,dw \nonumber\\
&=\operatorname{erf}\frac{a}{\sqrt2\,s_x}
-\frac{2}{a\sqrt{2\pi}\,s_x}\int_0^a w\,e^{-w^2/2s_x^2}dw .
\end{align}
The last integral is $s_x^2(1-e^{-a^2/2s_x^2})$, because $we^{-w^2/2s_x^2}$ is the derivative of $-s_x^2e^{-w^2/2s_x^2}$. Therefore
\begin{equation}
\overline P_x=\operatorname{erf}\frac{a}{\sqrt2\,s_x}
-\sqrt{\frac2\pi}\,\frac{s_x}{a}
\left(1-e^{-a^2/2s_x^2}\right).
\label{eq:average}
\end{equation}
For $s_x\ll a$ this becomes $1-\sqrt{2/\pi}\,s_x/a$. The loss is linear in the blur because it comes from the edge strips, even where the centre is hardly affected.

The average of $P_x(x)P_y(y)$ over the rectangle is $\overline P_x\,\overline P_y$, since each factor depends on its own coordinate. The example gives $0.60955\times0.86702=0.528$. As $F_0ab$ ions enter per unit time, $53\%$ of them land on the floor and $47\%$ strike a sidewall first. The sidewall share is larger than the $32\%$ deficit at the centre would suggest.

\section{Making the hole deeper}

For small $z$, $\operatorname{erf}z=(2/\sqrt\pi)(z-z^3/3+\cdots)$. With $z=a/(2\sqrt2\,s_x)$ the centre factor is
\begin{equation}
P_x(0)=\frac{a}{\sqrt{2\pi}\,s_x}
\left(1-\frac{a^2}{24s_x^2}+\cdots\right).
\end{equation}
When the blur exceeds both sides of the opening, the leading terms multiply to
\begin{equation}
\frac{F(0,0)}{F_0}\simeq\frac{ab}{2\pi h^2\sigma_x\sigma_y}.
\label{eq:deep}
\end{equation}
This is the opening area divided by $h^2$, which is its small solid angle seen from below, times the peak density of slopes $1/(2\pi\sigma_x\sigma_y)$. An elongated hole also has an intermediate regime, $a\ll s_x$ but $s_y\ll b$. There $P_y(0)\simeq1$ and the flux falls as $1/h$, as in a slot.

\begin{center}
\begin{tabular}{rcc}
$h$ (nm) & $F(0,0)/F_0$ & Eq.~(\ref{eq:deep})\\
250 & 1.000 & 30.6\\
500 & 0.955 & 7.64\\
1000 & 0.681 & 1.91\\
2000 & 0.332 & 0.477\\
4000 & 0.108 & 0.119
\end{tabular}
\end{center}

Where the deep formula exceeds one it is plainly outside its regime. At $4000$ nm it is still $11\%$ above the full result. The blur there is $200$ nm, larger than $a$ but smaller than $b$. Correspondingly, the last doubling of depth lowers the flux by a factor $3.1$, between the slot value $2$ and the deep-hole value $4$.

\section{If the angles themselves are Gaussian}

So far the tangents were Gaussian. Suppose instead that $\theta_x$ and $\theta_y$ are independent zero-mean Gaussians, truncated at $\pm\pi/2$ because the ions travel downward. The arctangent is increasing, so Eq.~(\ref{eq:window}) becomes
\begin{equation}
\arctan\frac{x-a/2}{h}<\theta_x<\arctan\frac{x+a/2}{h}.
\end{equation}
The allowed region is again a rectangle, now in the angles, and the flux still factorises:
\begin{equation}
P_x^{(\theta)}=\frac{
\operatorname{erf}\dfrac{\arctan[(x+a/2)/h]}{\sqrt2\,\sigma_x}
-\operatorname{erf}\dfrac{\arctan[(x-a/2)/h]}{\sqrt2\,\sigma_x}}
{2\operatorname{erf}[\pi/(2\sqrt2\,\sigma_x)]}.
\end{equation}
The denominator restores unit probability after truncation. Factorisation itself does not need small angles; replacing the arctangents by their arguments does.

To size that replacement, write a limit as $\tan\theta_x=\sigma t$. Then $\arctan(\sigma t)\simeq\sigma t-\sigma^3t^3/3$. In units of $\sigma$ the limit moves by $\sigma^2t^3/3$, and the cumulative probability changes by
\begin{equation}
\delta(t)\simeq\frac{\sigma^2t^3}{3}\,\varphi(t),\qquad
\varphi(t)=\frac{e^{-t^2/2}}{\sqrt{2\pi}} .
\end{equation}
Its derivative is proportional to $3t^2-t^4$, so the maximum is at $t=\sqrt3$, with value $\sqrt3\,\varphi(\sqrt3)\,\sigma^2\simeq0.154\,\sigma^2$. For $\sigma=0.050$ this is $3.9\times10^{-4}$ per limit. The relative centre flux changes from $0.68085$ to $0.68031$. For this beam the distinction between angle and tangent is negligible.

\section{If the beam is given as a radiance}

An angular distribution may instead be supplied as a radiance $L$: ions per unit time, per unit solid angle, and per unit area perpendicular to their direction. The horizontal flux is then $L\cos\theta\,d\Omega$, with $\theta$ the full angle from the vertical. Slopes are coordinates on a plane at unit distance. A patch $du\,dv$ of that plane lies at distance $r=\sqrt{1+u^2+v^2}$ and is seen obliquely with $\cos\theta=1/r$, so
\begin{equation}
d\Omega=\frac{\cos\theta}{r^2}\,du\,dv,\qquad
\cos\theta\,d\Omega=\frac{du\,dv}{(1+u^2+v^2)^2}.
\end{equation}
This weight is not a product of a function of $u$ and a function of $v$. A radiance $L\propto\exp[-(u^2+v^2)/2\sigma^2]$ therefore does not give exact factorisation. For a narrow beam, put $q^2=u^2+v^2$ and expand the logarithm of the weight:
\begin{equation}
-2\ln(1+q^2)=-2q^2+q^4-\cdots .
\end{equation}
The first term joins the Gaussian exponent, where $1/(2\sigma^2)$ becomes $1/(2\sigma^2)+2$. The product form survives with the narrower variance
\begin{equation}
\sigma'^2=\frac{\sigma^2}{1+4\sigma^2}.
\end{equation}
The next term is of order $\sigma^4$, since typical slopes are of order $\sigma$. At $\sigma=0.050$ the variance changes by $1\%$. This order holds for a radiance Gaussian in the slopes. If it is Gaussian in the polar angle $\theta$ instead, $\theta^2=q^2-2q^4/3+\cdots$ adds a term $q^4/(3\sigma^2)$ to the exponent, and the same product is accurate only to order $\sigma^2$.

\section{A spread of energies}

A failure that does not shrink with the beam width at fixed blur lies elsewhere. If $E$ varies from ion to ion, both slopes contain the same $1/v_z$. Their mean product can still vanish by symmetry, so they are uncorrelated, yet they are not independent: a large $|u|$ suggests a slow ion, for which a large $|v|$ is also likely.

At each energy Eq.~(\ref{eq:main}) holds. The total relative flux is the average over energies, weighted by ion flux:
\begin{equation}
\frac{F}{F_0}=\langle P_xP_y\rangle_E ,
\end{equation}
which in general differs from $\langle P_x\rangle_E\langle P_y\rangle_E$. For zero mean slopes the sign of the difference is fixed. Using the oddness of erf,
\begin{equation}
P_x=\frac12\left[\operatorname{erf}\frac{a/2+x}{\sqrt2\,h\sigma}
+\operatorname{erf}\frac{a/2-x}{\sqrt2\,h\sigma}\right],
\end{equation}
and both numerators are non-negative on the floor. Hence $P_x$ decreases as $\sigma$ grows, and so does $P_y$. For two energies $E_1,E_2$ drawn independently from the same distribution,
\begin{align}
&\langle P_xP_y\rangle-\langle P_x\rangle\langle P_y\rangle \nonumber\\
&\quad=\tfrac12\bigl\langle[P_x(E_1)-P_x(E_2)]
[P_y(E_1)-P_y(E_2)]\bigr\rangle\ge0 ,
\end{align}
as expanding the right side shows. The two brackets never have opposite signs. Multiplying averaged factors therefore never overestimates the flux under these conditions.

Consider a square hole with $a=b=100$ nm, the same depth and temperature, and equal ion fluxes at $50$ and $150$ eV. Equation~(\ref{eq:sigma}) gives $\sigma=0.0707$ and $0.0408$, and the centre factors are $0.5205$ and $0.7793$. Thus
\begin{align}
\langle P_xP_y\rangle&=\tfrac12(0.5205^2+0.7793^2)=0.439,\\
\langle P_x\rangle\langle P_y\rangle
&=\left[\tfrac12(0.5205+0.7793)\right]^2=0.422 .
\end{align}
The second value is $4\%$ below the first. The size depends on geometry and spread: for the same energies it is only $0.3\%$ in the $100\times300$ nm hole at this depth and tends to about $7\%$ in a very deep hole, while for $20$ and $500$ eV in the square hole it is $18.5\%$. The error functions remain usable with an energy spread, provided that the product is formed at each energy and the average is taken afterwards.
